\section*{Canonical Orthogonalization of a Mixed Plane-Wave and d-Orbital Basis}

\section{One local function among plane waves}

Take a crystal with cell volume $\Omega$ and a fixed wave vector $\mathbf k$. Inner products are integrals over one cell, and the plane waves
\begin{equation}
|\mathbf q\rangle=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G,
\end{equation}
are orthonormal. Keep those with $Kq^2\le E_{\rm cut}$, where $K=\hbar^2/2m_e$, and let $P$ project on their span. Add one normalized Bloch function $\phi$.

Write $s=\|P\phi\|$ and $t=1-s^2$. The number $t$ is the weight of $\phi$ in the plane waves outside the cutoff. For $s>0$ define $p=P\phi/s$. Then $\langle p|\phi\rangle=\langle P\phi|\phi\rangle/s=s^2/s=s$. A plane-wave combination $u$ orthogonal to $p$ is also orthogonal to $\phi$, because $\langle u|\phi\rangle=\langle u|P\phi\rangle=s\langle u|p\rangle=0$. The overlap problem therefore involves $p$ and $\phi$ alone:
\begin{equation}
\begin{pmatrix}1&s\\ s&1\end{pmatrix}
\quad\text{has eigenvalues }1\pm s,\ \text{with eigenvectors }\tfrac1{\sqrt2}(1,\pm1).
\end{equation}
The smaller eigenvalue is
\begin{equation}
\lambda=1-s=\frac{1-s^2}{1+s}=\frac{t}{1+\sqrt{1-t}}\simeq\frac t2\quad(t\ll1).
\label{lam}
\end{equation}
The last closed form avoids subtracting two nearly equal numbers. Raising the cutoff lets the plane waves absorb $\phi$, so $t$ and $\lambda$ fall together. The normalized functions belonging to the two eigenvectors are
\begin{equation}
w=\frac{p-\phi}{\sqrt{2\lambda}},\qquad v=\frac{p+\phi}{\sqrt{2(1+s)}} .
\label{wv}
\end{equation}
The large factor $1/\sqrt{2\lambda}$ in $w$ is the source of the numerical trouble.

\section{Five d Bloch sums}

A norm-conserving pseudopotential removes the core states, but a valence d shell can remain compact and expensive in plane waves. The mixed basis represents it with the functions
\begin{equation}
\chi_m=N r^2e^{-\alpha r^2}Y_{2m},\qquad
\phi_m=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\chi_m(\mathbf r-\mathbf R),
\end{equation}
with real harmonics and one atom per cell, at the origin. Since $\int_0^\infty r^6e^{-2\alpha r^2}dr=\frac12\Gamma(\frac72)(2\alpha)^{-7/2}$, normalization of $\chi_m$ gives $N^2=2(2\alpha)^{7/2}/\Gamma(\frac72)$.

In $b_{\mathbf Gm}=\langle\mathbf q|\phi_m\rangle$, substitute $\mathbf r=\mathbf r'+\mathbf R$. The phases combine to $e^{i(\mathbf k-\mathbf q)\cdot\mathbf R}=e^{-i\mathbf G\cdot\mathbf R}=1$, and the shifted cells fill all space:
\begin{equation}
b_{\mathbf Gm}=\Omega^{-1/2}\int e^{-i\mathbf q\cdot\mathbf r}\chi_m(\mathbf r)\,d^3r .
\end{equation}
Let $h_m(\mathbf r)=r^2Y_{2m}$, a quadratic polynomial. Completing the square,
\begin{equation}
-\alpha r^2-i\mathbf q\cdot\mathbf r=-\alpha\Bigl(\mathbf r+\frac{i\mathbf q}{2\alpha}\Bigr)^2-\frac{q^2}{4\alpha}.
\end{equation}
The Gaussian decay permits the shift $\mathbf r=\boldsymbol\rho-i\mathbf q/2\alpha$ in each Cartesian integral. In $h_m(\boldsymbol\rho-i\mathbf q/2\alpha)$ the term $h_m(\boldsymbol\rho)$ integrates to zero over angles, the term linear in $\boldsymbol\rho$ vanishes by parity, and the constant $h_m(-i\mathbf q/2\alpha)=-h_m(\mathbf q)/4\alpha^2$ remains. With $\int e^{-\alpha\rho^2}d^3\rho=(\pi/\alpha)^{3/2}$,
\begin{equation}
b_{\mathbf Gm}=-\frac{N}{\sqrt\Omega}\Bigl(\frac\pi\alpha\Bigr)^{3/2}\frac{h_m(\mathbf q)}{4\alpha^2}e^{-q^2/4\alpha}
=-\sqrt{\frac{(2\pi)^3}{\Omega}}\,g_\alpha(q)Y_{2m}(\hat{\mathbf q}),
\label{b}
\end{equation}
where $g_\alpha=A q^2e^{-q^2/4\alpha}$ and $A=N(2\alpha)^{-7/2}$. This gives $A^2=2(2\alpha)^{-7/2}/\Gamma(\frac72)$, hence $\int_0^\infty q^2g_\alpha^2\,dq=1$.

Functions on neighbouring atoms overlap, so $D=b^\dagger b$, summed over all $\mathbf G$, differs from the unit matrix. Provided $D$ is positive definite, replace $b$ by $F=bD^{-1/2}$, which makes the five local functions orthonormal. This also gives the threshold a definite scale. If $\phi$ in the first section were multiplied by $c$, the two overlap eigenvalues would have sum $1+c^2$ and product $c^2t$; for small $t$ the lower one would be about $c^2t/(1+c^2)$, a number that depends on the arbitrary $c$.

\section{The overlap spectrum}

Split the rows of $F$ into $B$, inside the cutoff, and $Z$, outside. Completeness of the plane waves gives
\begin{equation}
F^\dagger F=B^\dagger B+Z^\dagger Z=1,\qquad T\equiv Z^\dagger Z=1-B^\dagger B .
\end{equation}
Let $Tx_j=t_jx_j$ with orthonormal $x_j$, and assume $t_j<1$. Then
\begin{equation}
(Bx_i)^\dagger(Bx_j)=x_i^\dagger(1-T)x_j=(1-t_j)\delta_{ij}.
\end{equation}
Thus $Bx_j=s_jp_j$, with $s_j=\sqrt{1-t_j}$ and orthonormal $p_j$. Rotating the local functions by the $x_j$ splits
\begin{equation}
S=\begin{pmatrix}1&B\\B^\dagger&1\end{pmatrix}
\end{equation}
into five of the $2\times2$ blocks already solved. Its eigenvalues are $1\pm s_j$, and the remaining $N_{\rm pw}-5$ are equal to 1. However many plane waves are added, at most five directions approach linear dependence. With several atoms, the argument holds with five functions per atom, orthonormalized together. A direction with $t_j=1$ is orthogonal to the plane waves and does no harm.

The rate of approach follows from an average over the Brillouin zone. Use the coefficients (\ref{b}) before multiplication by $D^{-1/2}$, and $\sum_mY_{2m}^2=5/4\pi$. The zone average of $\sum_{\mathbf G}$ is $\Omega(2\pi)^{-3}\int d^3q$, so the mean tail per function is
\begin{equation}
\bar t=\int_{q_c}^\infty q^2g_\alpha^2\,dq=A^2\int_{q_c}^\infty q^6e^{-q^2/2\alpha}dq .
\end{equation}
Put $x=q^2/2\alpha$, so that $q^6dq=\frac12(2\alpha)^{7/2}x^{5/2}dx$. The prefactors combine to $1/\Gamma(\frac72)$:
\begin{equation}
\bar t=\frac{\Gamma(\frac72,u)}{\Gamma(\frac72)},\qquad u=\frac{q_c^2}{2\alpha}=\frac{E_{\rm cut}}{2\alpha K}.
\label{growth}
\end{equation}
For $u\to0$ this tends to 1, and for large $u$ it behaves as $u^{5/2}e^{-u}/\Gamma(\frac72)$. At a single $\mathbf k$ the formula is an estimate, because few plane waves lie just outside the sphere. The law (\ref{growth}) is derived for Gaussian orbitals; for another radial function the tail integral must be evaluated anew.

\section{The algorithm and a model crystal}

The example isolates the d channel. Its Hamiltonian is
\begin{equation}
H=-K\nabla^2-V_0\sum_m|\beta_m\rangle\langle\beta_m| ,
\end{equation}
where the sum denotes the periodic array of atomic projectors and $\beta_m$ is the Bloch sum of d Gaussians with exponent $\gamma$. A full pseudopotential calculation adds the local potential and other channels to the same matrices. There is no self-consistency here.

Let $Q$ contain the plane-wave coefficients of $\beta_m$, let $E_q$ be the diagonal matrix of $Kq^2$, and let $O=Q^\dagger F$. A subscript ``in'' selects rows inside the cutoff. The procedure is as follows.
\begin{enumerate}
\item Form $b$, $D$ and $F=bD^{-1/2}$, and assemble $S$.
\item Assemble the Hamiltonian blocks
\begin{align}
H_{pp}&=E_{q,\rm in}-V_0Q_{\rm in}Q_{\rm in}^\dagger,\\
H_{pl}&=E_{q,\rm in}B-V_0Q_{\rm in}O,\\
H_{ll}&=F^\dagger E_qF-V_0O^\dagger O .
\end{align}
\item Diagonalize $S=U\Lambda U^\dagger$ and keep the columns with $\lambda>\eta$.
\item Set $X=U_{\rm keep}\Lambda_{\rm keep}^{-1/2}$, so that $X^\dagger SX=1$, and diagonalize $X^\dagger HX$.
\end{enumerate}

The parameters are round numbers: a simple cubic cell with $a=4$ \AA, $\alpha=1.25$ and $\gamma=2$ \AA$^{-2}$, and $\mathbf k=(2\pi/a)(0.1,0.2,0.3)$. Sums over all plane waves run to $q=15$ \AA$^{-1}$, where the Gaussians are negligible. An isolated atom obeys $(Kq^2-E)\psi=V_0\beta\langle\beta|\psi\rangle$. Dividing by $Kq^2-E$ and projecting on $\beta$ gives
\begin{equation}
1=V_0\int_0^\infty\frac{q^2g_\gamma^2(q)}{Kq^2-E}\,dq .
\end{equation}
Requiring $E=-5$ eV gives, by quadrature, $V_0=45.34$ eV. The normalized overlap of $\chi_m$ with this atomic state is 0.980, so the local function is good but not perfect. The eigenvalues of $D$ lie between 0.998 and 1.009.

In the crystal the same steps give a $5\times5$ condition: $V_0$ times an eigenvalue of $M(E)=Q^\dagger(E_q-E)^{-1}Q$ must equal 1. Below the lowest free-electron energy, $M$ increases with $E$, so its largest eigenvalue gives the lowest level. A root search yields $-5.624$ eV, or $-9.011\times10^{-19}$ J. This complete-basis value is the reference for the errors below, in eV:
\begin{center}
\begin{tabular}{rrcccc}
$E_{\rm cut}$&$N_{\rm pw}$&$\lambda_{\min}$&plane waves&full mixed&canonical\\
40&35&$1.4\times10^{-1}$&6.81&0.214&0.214\\
80&99&$8.3\times10^{-3}$&2.52&0.065&0.065\\
160&296&$6.9\times10^{-6}$&$3.5\times10^{-2}$&$1.1\times10^{-3}$&$1.1\times10^{-3}$\\
240&536&$5.2\times10^{-9}$&$3.6\times10^{-4}$&$1.3\times10^{-5}$&$3.2\times10^{-4}$\\
320&833&$2.1\times10^{-12}$&$2.3\times10^{-6}$&$1.1\times10^{-7}$&$2.2\times10^{-6}$
\end{tabular}
\end{center}
The column $\lambda_{\min}$ is evaluated from the smallest $t_j$ with (\ref{lam}); direct diagonalization of $S$ in double precision agrees with it to about $10^{-15}$, which at 320 eV still leaves three significant digits. The canonical column uses $\eta=10^{-6}$. Nothing is dropped up to 160 eV, and all five directions are dropped at 240 and 320 eV.

At 80 eV the five added functions reduce the error from 2.52 to 0.065 eV, a factor of 39. Plane waves alone need a cutoff of nearly 150 eV to do as well. The price appears in $\lambda_{\min}$. Here $2\alpha K=2.5\times3.810=9.52$ eV, so $u=80/9.52=8.40$ at 80 eV, and (\ref{growth}) gives $\bar t=0.0187$; the mean $t_j$ at this $\mathbf k$ is 0.0220. At 240 eV the corresponding numbers are $1.21\times10^{-8}$ and $1.29\times10^{-8}$.

\section{What the threshold costs}

Since $P\phi_j=s_jp_j$, the plane-wave part of the discarded function $w_j$ is
\begin{equation}
Pw_j=\frac{1-s_j}{\sqrt{2\lambda_j}}p_j=\sqrt{\frac{\lambda_j}{2}}\,p_j .
\end{equation}
Its plane-wave weight is $\lambda_j/2$. For small $\lambda_j$, $w_j$ is almost entirely the normalized tail of $\phi_j$ outside the cutoff, precisely what the local function was meant to supply. The retained partner $v_j$ has plane-wave weight $(1+s_j)^2/[2(1+s_j)]=1-\lambda_j/2$. Once all five $w_j$ are gone, the basis tends to the plane waves alone as $\lambda_j\to0$.

Let $\psi$ be the normalized lowest state in the full mixed space, with energy $E$, and let $c_j=\langle w_j|\psi\rangle$ for the discarded functions. Use $\psi'=\psi-\sum_jc_jw_j$ as a trial state in the reduced space. Its norm squared is $1-c^\dagger c$. The residual $(H-E)\psi$ is orthogonal to every function of the mixed space, including the $w_j$, so the cross terms vanish and
\begin{equation}
\langle\psi'|H-E|\psi'\rangle=c^\dagger(H_w-E)c,
\end{equation}
where $H_w$ is the matrix of $H$ among the $w_j$. The variational principle then gives, for $c^\dagger c<1$,
\begin{equation}
0\le E_{\rm trunc}-E\le\frac{c^\dagger(H_w-E)c}{1-c^\dagger c}.
\label{cost}
\end{equation}
The threshold does not appear on the right. A small $\lambda_j$ does not make the weight of $w_j$ in the state equally small: at 240 eV the five $w_j$ together carry a weight $c^\dagger c=1.2\times10^{-6}$, more than a hundred times the largest of their eigenvalues, $8.1\times10^{-9}$.

The choice $\eta=0.5$ at 80 eV shows what the loss of these functions can cost. It drops all five directions, whose eigenvalues lie between 0.008 and 0.014. They carry a weight $c^\dagger c=0.00877$ of the lowest state. The energy rises by 0.781 eV, and the bound (\ref{cost}) is 0.801 eV. Multiplying the bound by $(1-0.00877)/0.00877$ shows that the lost part lies on average about 90 eV above $E$, so even a weight below one per cent is expensive.

The resulting error, $0.065+0.781=0.85$ eV, is still well below the 2.52 eV of plane waves. The retained $v_j$ contain tail amplitudes $\sqrt{\lambda_j/2}$, here between 0.065 and 0.083, as follows from $\phi_j=s_jp_j+\sqrt{t_j}\,\tau_j$, with $\tau_j$ the normalized tail, which gives $v_j=\sqrt{1-\lambda_j/2}\,p_j+\sqrt{\lambda_j/2}\,\tau_j$. The expectation value $\langle v_j|H|v_j\rangle$ therefore contains the cross term $2\sqrt{(\lambda_j/2)(1-\lambda_j/2)}\,{\rm Re}\langle p_j|H|\tau_j\rangle$, which is linear in the amplitude, whereas the cost of the tail's own energy enters only with the weight $\lambda_j/2$. At 320 eV these amplitudes are of order $10^{-6}$, and the canonical and plane-wave errors differ by only 3 per cent.

When an eigenvalue crosses $\eta$ as the cutoff, volume or $\mathbf k$ varies, the basis changes abruptly and the energy can jump. Equation (\ref{cost}) limits the jump of the lowest level. Eigenvalues that are degenerate by symmetry should be kept or dropped together.

\section{What the threshold protects}

Suppose that the local diagonal elements of $H$ are too low by $\delta$, for instance through an inaccurate radial integral. The error matrix is $-\delta$ times the unit matrix in the local block, and it keeps this form under the rotation by the $x_j$. By (\ref{wv}), $w_j$ has local coefficient $-1/\sqrt{2\lambda_j}$, so its energy changes by
\begin{equation}
\Delta\langle w_j|H|w_j\rangle=-\frac{\delta}{2\lambda_j}.
\label{ghost}
\end{equation}
At 240 eV take $\delta=10^{-4}$ eV. The most dependent function has energy 251.7 eV and $\lambda=5.207\times10^{-9}$. Neglecting its coupling to the other functions, the faulty matrix should produce a level at
\begin{equation}
251.7-\frac{10^{-4}}{2\times5.207\times10^{-9}}\simeq251.7-9602.5\simeq-9351\ \text{eV}.
\end{equation}
Diagonalization without a threshold gives a lowest level of $-9351$ eV. It is the lowest of five ghosts, one for each $w_j$: a matrix error of 0.1 meV has placed spurious states thousands of eV below the d band.

With all five $w_j$ removed, the local coefficients that remain are $1/\sqrt{2(1+s_j)}$. The error matrix in the orthonormal basis then has eigenvalues $-\delta/[2(1+s_j)]$ and zero. Adding a Hermitian matrix moves each ordered level by no more than the largest magnitude among the eigenvalues of that matrix, so
\begin{equation}
|\Delta E|\le\frac{\delta}{2(1+s_{\min})},
\end{equation}
which is $2.5\times10^{-5}$ eV here. The lowest level moves by $-2.4\times10^{-5}$ eV.

Equation (\ref{ghost}) also suggests how to choose $\eta$. In this model the energy of $w_j$ lies close to $E_{\rm cut}$: 83 to 89 eV at a cutoff of 80 eV and 248 to 252 eV at 240 eV, although at 40 eV the projector attraction lowers it to between 33 and 42 eV. Its shift should therefore stay below $E_{\rm cut}$:
\begin{equation}
\eta\gtrsim\frac{\delta}{2E_{\rm cut}} .
\end{equation}
For the present $\delta$ and 240 eV this is $2.1\times10^{-7}$, below the value $10^{-6}$ in use. The rule is only a minimum requirement. Near its limit the spurious level stays above the d band but falls among the low plane-wave levels: at 240 eV a shift of $0.99E_{\rm cut}$ puts the most dependent function at $251.7-237.6\simeq14$ eV, so in practice $\eta$ should exceed the bound by a wide margin. Nor does the rule guarantee accuracy: a retained $w_j$ with amplitude $c_j$ in the state can still contribute an error of order $\delta|c_j|^2/(2\lambda_j)$.

Errors in $S$ are more abrupt. If the local norms come out as $1-\epsilon$, eliminating the plane-wave block leaves $(1-\epsilon)-B^\dagger B=T-\epsilon$. The overlap matrix ceases to be positive definite as soon as $\epsilon$ exceeds the smallest $t_j$, and the untruncated problem loses its meaning.

\section{Keeping the gain at high cutoff}

If the coefficients outside the cutoff are available, the tails can be normalized directly:
\begin{equation}
|\tau_j\rangle=t_j^{-1/2}\sum_{\mathbf G\,\rm outside}|\mathbf q\rangle\,(Zx_j)_{\mathbf G}.
\end{equation}
They are orthogonal to the retained plane waves, and $x_i^\dagger Z^\dagger Zx_j=t_j\delta_{ij}$ makes them orthonormal. Together with the plane waves they span the full mixed space. No small difference between large overlaps is formed, so no threshold is needed while $T$ itself is well conditioned, provided the matrix elements of $H$ involving $\tau_j$ are also summed from the coefficients outside the cutoff. If they are assembled from $H_{ll}$ instead, $\tau_j=(\phi_j-s_jp_j)/\sqrt{t_j}$ has local coefficient $t_j^{-1/2}$, the error $\delta$ returns as $-\delta/t_j\simeq-\delta/(2\lambda_j)$, and so do the ghosts. The full mixed column of the table was computed this way.

At 240 eV this route has an error of $1.3\times10^{-5}$ eV, against $3.2\times10^{-4}$ eV for the canonical basis. The threshold has thrown away most of the benefit of the d functions, but the amount lost is only 0.3 meV because the plane waves are by then nearly sufficient. With a harder d state, or a larger $\eta$ applied at a lower cutoff, the loss need not be small, and (\ref{cost}) is the quantity to examine.
